# Rayleigh–Ritz energy errors for Coulomb s states in a Sturmian basis: a numerical check

```python
# Result under test (Hartree atomic units, l = 0, H = -1/2 d^2/dr^2 - Z/r):
# basis S_m = (sqrt(k)/m) x exp(-x/2) L^1_{m-1}(x), x = 2 k r, m = 1..N.
# dE_N = (n-th Ritz value) + Z^2/(2 n^2), q = ((n k - Z)/(n k + Z))^2. Claim:
#   dE_N = C N^(2n) q^N (1 + gamma/N + ...),  C = Z^2 (1-q)^(2n) q^(1-n)/(n n!)^2,
#   gamma = n (2 - n - (n+2) q)/(1-q),  so dE_{N+1}/dE_N -> q like q (1 + 2n/N).
# Symbols: E = -Z^2/(2 nu^2), delta = nu - n, t = (Z - nu k)/(Z + nu k),
# p_m = solution of the rows of (H - E S) p = 0 with p_1 = 1, p_{N+1} = A + delta B.
# Matrices are integrated exactly from the definition with integer arithmetic.
from fractions import Fraction as Fr
from math import comb, factorial
import numpy as np
import mpmath as mp
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.special import eval_genlaguerre
from scipy.constants import physical_constants

mp.mp.dps = 140
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
M = 60

# lag[m-1] = coefficients of (m-1)! L^1_{m-1}; der = those of 2 f' - f with f = x*lag
lag = np.zeros((M, M + 1), dtype=object)
der = np.zeros((M, M + 1), dtype=object)
for m in range(1, M + 1):
    for i in range(m):
        lag[m - 1, i] = (-1) ** i * comb(m, i + 1) * (factorial(m - 1) // factorial(i))
    for i in range(m + 1):
        der[m - 1, i] = 2 * (i + 1) * lag[m - 1, i] - (lag[m - 1, i - 1] if i else 0)
for m in (1, 2, 5, 9):
    val = sum(float(lag[m - 1, i]) * 1.3 ** i for i in range(m)) / factorial(m - 1)
    assert abs(val - eval_genlaguerre(m - 1, 1, 1.3)) < 1e-10
fact = [factorial(i) for i in range(2 * M + 4)]


def gram(coef, shift, divisor):
    mom = np.array([[fact[a + b + shift] for b in range(M + 1)] for a in range(M + 1)], dtype=object)
    raw = coef.dot(mom).dot(coef.T)
    return [[Fr(int(raw[a, b]), divisor * fact[a + 1] * fact[b + 1]) for b in range(M)] for a in range(M)]


overlap = gram(lag, 2, 2)    # <S|S>
inv_r = gram(lag, 1, 1)      # <S|1/r|S> / k
kinetic = gram(der, 0, 4)    # (1/2)<S'|S'> / k^2
for a in range(M):
    for b in range(M):
        s_formula = Fr(1) if a == b else (Fr(-1, 2) if abs(a - b) == 1 else Fr(0))
        assert overlap[a][b] == s_formula
        assert inv_r[a][b] == (Fr(1, a + 1) if a == b else 0)
        assert kinetic[a][b] == (1 if a == b else 0) - s_formula / 2
S_f, V_f, T_f = (np.array([[float(x) for x in row] for row in mat]) for mat in (overlap, inv_r, kinetic))


def to_mp(x):
    return mp.mpf(x.numerator) / x.denominator


band = {d: [tuple(to_mp(mat[i][i + d]) for mat in (kinetic, inv_r, overlap)) for i in range(M - d)]
        for d in (0, 1)}


def element(d, i, Z, k, E):
    tk, v, s = band[d][i]
    return k * k * tk - Z * k * v - E * s


def det_and_count(Z, k, N, E):
    """det(H - E S) and, by Sylvester inertia, the number of Ritz values below E."""
    prev, cur, count = mp.mpf(0), mp.mpf(1), 0
    for i in range(N):
        off = element(1, i - 1, Z, k, E) if i else 0
        new = element(0, i, Z, k, E) * cur - off * off * prev
        count += (new < 0) != (cur < 0)
        prev, cur = cur, new
    return cur, count


cache = {}


def ritz(Z, k, n, N):
    key = (Z, float(k), n, N)
    if key not in cache:
        kf = float(k)
        H = kf * kf * T_f[:N, :N] - Z * kf * V_f[:N, :N]
        start = eigh(H, S_f[:N, :N], eigvals_only=True)[n - 1]
        x0, x1 = mp.mpf(start) - mp.mpf("1e-8"), mp.mpf(start) + mp.mpf("1e-8")
        f0, f1 = det_and_count(Z, k, N, x0)[0], det_and_count(Z, k, N, x1)[0]
        for _ in range(60):
            if f1 == f0 or abs(x1 - x0) < mp.mpf("1e-125"):
                break
            x0, x1, f0 = x1, x1 - f1 * (x1 - x0) / (f1 - f0), f1
            f1 = det_and_count(Z, k, N, x1)[0]
        eps = mp.mpf("1e-115")
        assert det_and_count(Z, k, N, x1 - eps)[1] == n - 1
        assert det_and_count(Z, k, N, x1 + eps)[1] == n
        assert abs(x1 - start) < 1e-9
        cache[key] = x1
    return cache[key]


def error(Z, k, n, N):
    return ritz(Z, k, n, N) + mp.mpf(Z) ** 2 / (2 * n * n)


def p_from_matrix(Z, k, nu, count):
    E = -mp.mpf(Z) ** 2 / (2 * nu * nu)
    p = [mp.mpf(0), mp.mpf(1)]
    for i in range(count):
        low = element(1, i - 1, Z, k, E) * p[i] if i else 0
        p.append(-(element(0, i, Z, k, E) * p[i + 1] + low) / element(1, i, Z, k, E))
    return p


def split_AB(Z, k, n, nu, N):
    """A and B from the generating function z (1-tz)^(-1-nu) (1-z/t)^(nu-1)."""
    nu = mp.mpf(nu)
    t = (Z - nu * k) / (Z + nu * k)
    alpha = [mp.mpf(1)]
    for i in range(1, N + 1):
        alpha.append(alpha[-1] * (i + nu) / i)
    A, B, c = mp.mpf(0), mp.mpf(0), mp.mpf(1)
    for j in range(N + 1):
        if j:
            c *= (-1 if j == n else j - nu) / mp.mpf(j)
        term = c * alpha[N - j] * t ** (N - 2 * j)
        if j < n:
            A += term
        else:
            B += term
    return A, B


def constants(Z, k, n):
    q = ((n * k - Z) / (n * k + Z)) ** 2
    C = Z * Z * (1 - q) ** (2 * n) * q ** (1 - n) / (n * factorial(n)) ** 2
    return q, C, n * (2 - n - (n + 2) * q) / (1 - q)


one = mp.mpf(1)
# generating function and determinant identity at non-integer nu
for Z, k, n, nu in ((1, one, 2, mp.mpf("2.37")), (2, one / 2, 3, mp.mpf("2.8"))):
    p = p_from_matrix(Z, k, nu, 25)
    a_off = (k * k - (Z / nu) ** 2) / 4
    for N in range(1, 25):
        A, B = split_AB(Z, k, n, nu, N)
        assert abs((A + (nu - n) * B) / p[N + 1] - 1) < 1e-90
        det = det_and_count(Z, k, N, -Z * Z / (2 * nu * nu))[0]
        assert abs(det / ((-a_off) ** N * p[N + 1]) - 1) < 1e-90

# worked example: hydrogen 2s, k = 1
Z, k, n = 1, one, 2
q, C, gamma = constants(Z, k, n)
t = (Z - n * k) / (Z + n * k)
E_exact = -mp.mpf(Z) ** 2 / (2 * n * n)
print(f"Z = {Z}, n = {n}, k = {float(k):g} 1/bohr")
print(f"E_2s exact = {float(E_exact):.6f} Ha = {float(E_exact) * HARTREE_EV:.5f} eV")
print(f"t = {float(t):.8f}, q = {float(q):.8f}")
print(f"C = {float(C):.8f} Ha, gamma = {float(gamma):.6f}")


def projected(m):
    f = lambda r: 2 * r * np.exp(-1.5 * r) * eval_genlaguerre(m - 1, 1, 2 * r) * (1 - r / 2) / np.sqrt(2)
    return quad(f, 0, 60, epsabs=1e-13, epsrel=1e-13, limit=400)[0]


c1 = projected(1)
print(f"c_1 of exact 2s by quadrature = {c1:.8f}")
for m in range(2, 11):
    A = split_AB(Z, k, n, n, m - 1)[0]
    assert abs(projected(m) / c1 - A) < 1e-9
    assert abs(A - t ** (m - 1) * m * (1 - 4 * (m - 1))) < 1e-100
print("c_m/c_1, m=2..5: " + " ".join(f"{projected(m) / c1:.6f}" for m in range(2, 6)))

assert abs(ritz(Z, k, n, 2) - one / 6) < 1e-110
assert abs(ritz(Z, k, n, 3) - (one / 2 - 1 / mp.sqrt(3))) < 1e-110
print(f"E(N=2) = {float(ritz(Z, k, n, 2)):.8f} Ha, E(N=3) = {float(ritz(Z, k, n, 3)):.8f} Ha")
for N in range(2, 21):
    assert error(Z, k, n, N) > error(Z, k, n, N + 1) > 0
print("N, dE_N (Ha), dE_(N+1)/dE_N, ratio*(N/(N+1))^4, C N^4 q^N (1+gamma/N) (Ha)")
for N in (2, 3, 4, 5, 6, 8, 10, 15, 20, 30, 40, 59):
    ratio = error(Z, k, n, N + 1) / error(Z, k, n, N)
    asym = C * N ** 4 * q ** N * (1 + gamma / N)
    print(f"N={N:2d} {float(error(Z, k, n, N)):.6e} {float(ratio):.6f} "
          f"{float(ratio * (one * N / (N + 1)) ** 4):.6f} {float(asym):.6e}")

# exact root condition, frozen approximation, leading forms of A and B
for N in (10, 20, 40, 60):
    nu = Z / mp.sqrt(-2 * ritz(Z, k, n, N))
    delta = nu - n
    A, B = split_AB(Z, k, n, nu, N)
    assert abs(-A / B / delta - 1) < 1e-40
    A0, B0 = split_AB(Z, k, n, n, N)
    frozen = -A0 / B0
    assert abs(frozen / delta - 1) < 5 * N * delta
    assert abs(Z * Z * delta / n ** 3 / error(Z, k, n, N) - 1) < delta
    print(f"N={N}: delta = {float(delta):.8e}, frozen/delta - 1 = {float(frozen / delta - 1):.3e}")
a1 = n * (n + 1) / 2 - n * (n - 1) / (1 - q)
b1 = n * (n - 1) / 2 + n * (n + 1) * q / (1 - q)
N = 400
A0, B0 = split_AB(Z, k, n, n, N)
A_lead = t ** N * N ** n * (1 - 1 / q) ** (n - 1) / factorial(n)
B_lead = (-1) ** n * factorial(n - 1) * t ** (-N) * (1 - q) ** (-n - 1) / N ** n
assert abs(N * (A0 / A_lead - 1) - a1) < 0.02   # next term is of order 1/N
assert abs(N * (B0 / B_lead - 1) - b1) < 0.02
print(f"1/N coefficients: A {float(a1):.6f}, B {float(b1):.6f}")

# the ratio is not q at finite N; its 1/N and 1/N^2 terms
ratio10 = error(Z, k, n, 11) / error(Z, k, n, 10)
assert ratio10 / q > 1.4
print(f"ratio/q at N=10 = {float(ratio10 / q):.5f}")
N = 59
second = N * N * (error(Z, k, n, N + 1) / error(Z, k, n, N) / q - 1 - mp.mpf(2 * n) / N)
assert abs(second - (n * (2 * n - 1) - gamma)) < 0.5   # next term is of order 10/N
print(f"N^2(ratio/q-1-4/N) at N=59 = {float(second):.4f}, limit {float(n * (2 * n - 1) - gamma):.4f}")
naive = error(Z, k, n, 5) * q ** 10
print(f"dE_5 q^10 = {float(naive):.4e} Ha, true dE_15 / that = {float(error(Z, k, n, 15) / naive):.2f}")
need = min(N for N in range(2, 22) if error(Z, k, n, N) < 1e-10)
print(f"smallest N with dE < 1e-10 Ha: {need}")
print(f"dE_10 = {float(error(Z, k, n, 10)) * HARTREE_EV:.4e} eV")

# free fit ln dE = c0 + c1 N + c2 ln N + sum_j g_j / N^j through ten Ritz values
sizes = list(range(33, 61, 3))
design = mp.matrix([[1, N, mp.log(N)] + [mp.mpf(N) ** (-j) for j in range(1, 8)] for N in sizes])
for Zc, nc, kc in ((1, 2, one), (1, 1, one / 2), (2, 3, one), (3, 2, one)):
    sol = mp.lu_solve(design, mp.matrix([mp.log(error(Zc, kc, nc, N)) for N in sizes]))
    qc, Cc, gc = constants(Zc, kc, nc)
    assert abs(mp.exp(sol[1]) / qc - 1) < 1e-6
    assert abs(sol[2] - 2 * nc) < 1e-4
    assert abs(mp.exp(sol[0]) / Cc - 1) < 1e-3
    assert abs(sol[3] - gc) < 2e-2
    print(f"Z={Zc} n={nc} k={float(kc):g} fit: q={float(mp.exp(sol[1])):.8f} power={float(sol[2]):.5f} "
          f"C={float(mp.exp(sol[0])):.5f} Ha gamma={float(sol[3]):.4f}")
    print(f"   formula: q={float(qc):.8f} power={2 * nc} C={float(Cc):.5f} Ha gamma={float(gc):.4f}")

# matched exponent n k = Z is exact as soon as N >= n
for N in (2, 3, 7):
    assert abs(error(2, one, 2, N)) < 1e-110
print(f"Z=2 n=2 k=1, N=2: E = {float(ritz(2, one, 2, 2)):.10f} Ha")
print("OK")
```

Running it gives:

```
Z = 1, n = 2, k = 1 1/bohr
E_2s exact = -0.125000 Ha = -3.40142 eV
t = -0.33333333, q = 0.11111111
C = 0.35116598 Ha, gamma = -1.000000
c_1 of exact 2s by quadrature = 0.20951312
c_m/c_1, m=2..5: 2.000000 -2.333333 1.629630 -0.925926
E(N=2) = 0.16666667 Ha, E(N=3) = -0.07735027 Ha
N, dE_N (Ha), dE_(N+1)/dE_N, ratio*(N/(N+1))^4, C N^4 q^N (1+gamma/N) (Ha)
N= 2 2.916667e-01 0.163371 0.032271 3.468306e-02
N= 3 4.764973e-02 0.239460 0.075767 2.601229e-02
N= 4 1.141021e-02 0.248283 0.101697 1.027646e-02
N= 5 2.832959e-03 0.233606 0.112657 2.973513e-03
N= 6 6.617952e-04 0.213821 0.115415 7.136432e-04
N= 8 2.779153e-05 0.182976 0.114231 2.923751e-05
N=10 8.794082e-07 0.165317 0.112913 9.064208e-07
N=15 7.962419e-11 0.144709 0.111784 8.058916e-11
N=20 4.362096e-15 0.135481 0.111461 4.390418e-15
N=30 6.468449e-24 0.126847 0.111255 6.486328e-24
N=40 5.921001e-33 0.122732 0.111189 5.930027e-33
N=59 2.093581e-50 0.118875 0.111146 2.095021e-50
N=10: delta = 7.03530270e-06, frozen/delta - 1 = -1.076e-04
N=20: delta = 3.48967669e-14, frozen/delta - 1 = -1.054e-12
N=40: delta = 4.73680079e-32, frozen/delta - 1 = -2.762e-30
N=60: delta = 1.99098936e-50, frozen/delta - 1 = -1.709e-48
1/N coefficients: A 0.750000, B 1.750000
ratio/q at N=10 = 1.48785
N^2(ratio/q-1-4/N) at N=59 = 7.2241, limit 7.0000
dE_5 q^10 = 8.1248e-13 Ha, true dE_15 / that = 98.00
smallest N with dE < 1e-10 Ha: 15
dE_10 = 2.3930e-05 eV
Z=1 n=2 k=1 fit: q=0.11111111 power=4.00000 C=0.35117 Ha gamma=-1.0000
   formula: q=0.11111111 power=4 C=0.35117 Ha gamma=-1.0000
Z=1 n=1 k=0.5 fit: q=0.11111111 power=2.00000 C=0.79012 Ha gamma=0.7500
   formula: q=0.11111111 power=2 C=0.79012 Ha gamma=0.7500
Z=2 n=3 k=1 fit: q=0.04000000 power=6.00000 C=6.03980 Ha gamma=-3.7500
   formula: q=0.04000000 power=6 C=6.03980 Ha gamma=-3.7500
Z=3 n=2 k=1 fit: q=0.04000000 power=4.00000 C=11.94394 Ha gamma=-0.3333
   formula: q=0.04000000 power=4 C=11.94394 Ha gamma=-0.3333
Z=2 n=2 k=1, N=2: E = -0.5000000000 Ha
OK
```
